**Polarization quanta and inversion symmetry in a triclinic tight-binding crystal**

For electron charge −e, cell volume V and lattice vector R, multiplying an occupied band by exp(−ik·R) shifts the formal polarization P by −eR/V. With inversion symmetry, the reduced components p_i = V P·b_i/(2πe), where b_i are the reciprocal vectors, are 0 or 1/2 modulo 1. The program integrates the Berry connection by finite differences and asserts the shift for one band and for a matrix gauge change of two bands. It also asserts that the centroid of the explicitly built Wannier function agrees with this integral and moves by R. Eight inversion-symmetric crystals, which differ in their strong bond, are asserted to give all eight classes, also from Berry phases of strings of eigenvectors with unfixed phases. For a crystal without inversion symmetry, the program asserts that p is away from 0 and 1/2, that the inverted crystal has −p modulo 1, and that P does not depend on the origin. The output shows a computed shift of (−0.3433, 0.1144, 0.5341) C/m² for R = a₁ − a₃, equal to the predicted one to the printed digits. For the polar crystal the string result differs from the integral by about 0.001 quanta in two components, within the asserted tolerance of 0.002.

## Check in Python

```python
"""
Result under test (electron charge -e, cell volume V, lattice vector R):
  * multiplying an occupied Bloch band by exp(-i k.R) changes the formal
    polarization P by -e R / V;
  * in an inversion-symmetric insulator the reduced components
    p_i = V P.b_i / (2 pi e) are 0 or 1/2 modulo 1.
P = (e/V) [ sum of Z*position over ions - sum of electron centres ],
electron centres = Brillouin-zone average of tr A, A = i <u| grad_k u>.
Model: spinless tight-binding electrons, position operator diagonal in the
orbitals. Lengths in nm, energies in eV, polarization in C/m^2.
"""
from itertools import product
import numpy as np
from scipy.constants import e as E_CHARGE

CELL = np.array([[0.50, 0.00, 0.00],
                 [0.10, 0.60, 0.00],
                 [0.05, 0.15, 0.70]])            # rows are a1, a2, a3
RECIP = 2 * np.pi * np.linalg.inv(CELL).T        # rows are b1, b2, b3
VOLUME = abs(np.linalg.det(CELL))
UNIT = E_CHARGE * 1e-9 / (VOLUME * 1e-27)        # e*(1 nm)/V in C/m^2
TAU = np.array([0.20, 0.15, 0.10])               # reduced coordinates
STRONG, WEAK = -2.0, -0.1
COMPLEX_HOP = 0.1 * np.exp(0.9j)
N = 13
GRID = np.array(list(product(range(N), repeat=3))) / N @ RECIP


def make_crystal(bond, site_energy=0.0, extra_band=False):
    """Orbitals A at -TAU, B at +TAU; strong bond from A to B in cell 'bond'."""
    hops = [(0, 1, R, STRONG if R == tuple(bond) else WEAK)
            for R in product((0, 1), repeat=3)]
    hops += [(0, 0, (1, 0, 0), COMPLEX_HOP),
             (1, 1, (1, 0, 0), np.conj(COMPLEX_HOP))]
    pos, energies, trial = [-TAU, TAU], [-site_energy, site_energy], [0]
    if extra_band:                               # deep orbital at the ion
        pos.append(np.zeros(3))
        energies.append(-5.0)
        trial.append(2)
        hops += [(2, 0, (0, 0, 0), 0.3), (2, 1, (0, 0, 0), 0.3)]
    return dict(pos=np.array(pos), energies=energies, hops=hops,
                trial=trial, ion_charge=len(trial), ion_pos=np.zeros(3))


def diagonalize(c, k):
    n = len(c["energies"])
    H = np.zeros((len(k), n, n), complex)
    H += np.diag(c["energies"])
    for i, j, R, t in c["hops"]:
        d = (np.array(R) + c["pos"][j] - c["pos"][i]) @ CELL
        term = t * np.exp(1j * k @ d)
        H[:, i, j] += term
        H[:, j, i] += term.conj()
    return np.linalg.eigh(H)


def smooth_states(c, k, gauge=None):
    """Occupied states aligned with trial orbitals: smooth, periodic gauge."""
    n_occ = len(c["trial"])
    occ = diagonalize(c, k)[1][:, :, :n_occ]
    g = np.zeros_like(occ)
    for m, j in enumerate(c["trial"]):
        g[:, j, m] = np.exp(-1j * k @ (c["pos"][j] @ CELL))
    W, s, Z = np.linalg.svd(occ.conj().transpose(0, 2, 1) @ g)
    assert s.min() > 0.1                         # projection never singular
    u = occ @ W @ Z
    return u if gauge is None else u @ gauge(k)


def electron_centre(c, gauge=None, h=1e-4):
    """Zone average of tr A by Cartesian central differences, in nm."""
    u = smooth_states(c, GRID, gauge)
    centre = []
    for step in h * np.eye(3):
        du = (smooth_states(c, GRID + step, gauge)
              - smooth_states(c, GRID - step, gauge)) / (2 * h)
        centre.append((1j * np.sum(u.conj() * du, axis=(1, 2))).real.mean())
    return np.array(centre)


def polarization(c, gauge=None):
    ion_part = c["ion_charge"] * c["ion_pos"] @ CELL
    return UNIT * (ion_part - electron_centre(c, gauge))


def reduced(P):
    return P / UNIT @ np.linalg.inv(CELL)


def distance_to_integer(x):
    return np.abs(x - np.round(x))


def wannier_centre(c, gauge=None):
    """Centroid of the explicitly built real-space Wannier function (1 band)."""
    u = smooth_states(c, GRID, gauge)[:, :, 0]
    half = N // 2
    cells = np.array(list(product(range(-half, half + 1), repeat=3))) @ CELL
    sites = c["pos"] @ CELL
    w = np.exp(1j * cells @ GRID.T) @ (u * np.exp(1j * GRID @ sites.T)) / N**3
    weight = np.abs(w)**2
    assert abs(weight.sum() - 1) < 1e-10
    return weight.sum(1) @ cells + weight.sum(0) @ sites


def string_centre(c, n_string=40, n_perp=7):
    """Reduced electron centre from closed strings of unfixed eigenvectors."""
    n_occ, result = len(c["trial"]), []
    for axis in range(3):
        others = [i for i in range(3) if i != axis]
        f = np.zeros((n_perp**2, n_string, 3))
        f[:, :, axis] = np.arange(n_string) / n_string
        perp = np.array(list(product(range(n_perp), repeat=2))) / n_perp
        f[:, :, others] = perp[:, None, :]
        v = diagonalize(c, f.reshape(-1, 3) @ RECIP)[1][:, :, :n_occ]
        v = v.reshape(n_perp**2, n_string, -1, n_occ)
        nxt = np.roll(v, -1, axis=1)
        nxt[:, -1] *= np.exp(-2j * np.pi * c["pos"][:, axis])[None, :, None]
        links = np.linalg.det(v.conj().transpose(0, 1, 3, 2) @ nxt)
        loop = np.prod(links / np.abs(links), axis=1)
        first = -np.angle(loop[0])
        phases = first - np.angle(loop / loop[0])
        result.append(phases.mean() / (2 * np.pi))
    return np.array(result)


def band_gap(c):
    energy, n_occ = diagonalize(c, GRID)[0], len(c["trial"])
    return energy[:, n_occ].min() - energy[:, n_occ - 1].max()


# --- gauge change of a single band
BOND = (1, 1, 0)
R_CELLS = np.array([1, 0, -1])
R_NM = R_CELLS @ CELL
symmetric = make_crystal(BOND)


def lattice_phase(k):
    return np.exp(-1j * k @ R_NM)[:, None, None]


P_before = polarization(symmetric)
P_after = polarization(symmetric, lattice_phase)
predicted_shift = -UNIT * R_NM
assert np.allclose(P_after - P_before, predicted_shift, atol=1e-5)

# --- the Wannier function moves by R, and its centroid is the average of A
w_before = wannier_centre(symmetric)
w_after = wannier_centre(symmetric, lattice_phase)
assert np.allclose(w_before, electron_centre(symmetric), atol=1e-5)
assert np.allclose(w_after - w_before, R_NM, atol=1e-5)

# --- matrix gauge change of two bands: only the winding of det U matters
two_band = make_crystal(BOND, site_energy=0.6, extra_band=True)
R1, R2 = np.array([1, -1, 0]) @ CELL, np.array([0, 2, 1]) @ CELL


def matrix_gauge(k):
    angle = 0.7 * np.sin(k @ CELL[0]) + 0.3 * np.cos(k @ CELL[2])
    ca, sa = np.cos(angle), np.sin(angle)
    U = np.array([[ca, -sa], [sa, ca]]).transpose(2, 0, 1).astype(complex)
    U[:, :, 0] *= np.exp(-1j * k @ R1)[:, None]
    U[:, :, 1] *= np.exp(-1j * k @ R2)[:, None]
    return U * np.exp(-0.4j * np.sin(k @ CELL[1]))[:, None, None]


shift_two = polarization(two_band, matrix_gauge) - polarization(two_band)
assert np.allclose(shift_two, -UNIT * (R1 + R2), atol=1e-5)

# --- inversion symmetry: eight choices of strong bond, all classes
classes = []
for bond in product((0, 1), repeat=3):
    c = make_crystal(bond)
    assert band_gap(c) > 0.5
    p = reduced(polarization(c))
    assert distance_to_integer(2 * p).max() < 1e-5
    assert distance_to_integer(p - np.array(bond) / 2).max() < 1e-5
    assert distance_to_integer(p + string_centre(c)).max() < 1e-5
    classes.append((bond, p))
assert len({tuple(np.round(2 * p).astype(int) % 2) for _, p in classes}) == 8
two_sym = make_crystal(BOND, extra_band=True)
assert band_gap(two_sym) > 0.5 and band_gap(two_band) > 0.5
assert distance_to_integer(2 * reduced(polarization(two_sym))).max() < 1e-5

# --- broken inversion: generic value; inverted crystal has the opposite P
SITE_ENERGY = 1.0
polar = make_crystal(BOND, site_energy=SITE_ENERGY)
assert band_gap(polar) > 0.5
P_polar = polarization(polar)
p_polar = reduced(P_polar)
assert distance_to_integer(2 * p_polar).min() > 0.02
# string phases carry an error of second order in the string spacing
p_string = -string_centre(polar)
assert distance_to_integer(p_polar - p_string).max() < 2e-3
inverted = dict(polar, pos=-polar["pos"], ion_pos=-polar["ion_pos"],
                hops=[(i, j, tuple(-np.array(R)), t)
                      for i, j, R, t in polar["hops"]])
p_inverted = reduced(polarization(inverted))
assert distance_to_integer(p_inverted + p_polar).max() < 1e-5

# --- neutral cell: P does not depend on the origin, its electron part does
offset = np.array([0.13, -0.21, 0.08])
moved = dict(polar, pos=polar["pos"] + offset,
             ion_pos=polar["ion_pos"] + offset)
assert np.allclose(polarization(moved), P_polar, atol=1e-5)
assert np.allclose(electron_centre(moved) - electron_centre(polar),
                   offset @ CELL, atol=1e-5)


def show(label, vector, unit, digits=4):
    clean = np.round(vector, digits) + 0.0
    print(f"{label}: " + " ".join(f"{x:.{digits}f}" for x in clean), unit)


for i in range(3):
    show(f"a{i + 1} (x y z)", CELL[i], "nm", 2)
print(f"cell volume V: {VOLUME:.4f} nm^3")
show("orbital B at +tau, A at -tau; tau", TAU, "(reduced)", 2)
print(f"strong hopping: {STRONG:.2f} eV, weak hoppings: {WEAK:.2f} eV")
print(f"complex hopping: size {abs(COMPLEX_HOP):.2f} eV,",
      f"phase {np.angle(COMPLEX_HOP):.2f} rad")
for i in range(3):
    show(f"quantum e*a{i + 1}/V", UNIT * CELL[i], "C/m^2")
print("strong bond of worked crystal: A to B in cell", BOND)
print(f"band gap, symmetric crystal: {band_gap(symmetric):.3f} eV")
print("gauge vector R in cells:", *R_CELLS)
show("gauge vector R", R_NM, "nm", 2)
show("P before gauge change", P_before, "C/m^2")
show("P after gauge change", P_after, "C/m^2")
show("computed shift of P", P_after - P_before, "C/m^2")
show("predicted shift -eR/V", predicted_shift, "C/m^2")
show("Wannier centre before", w_before, "nm")
show("Wannier centre after", w_after, "nm")
show("two-band shift, computed", shift_two, "C/m^2")
show("two-band shift, -e(R1+R2)/V", -UNIT * (R1 + R2), "C/m^2")
print("inversion-symmetric crystals, p as computed (not reduced mod 1):")
for bond, p in classes:
    show(f"  bond {bond}, p", p, "quanta", 3)
print(f"polar crystal: site energies A {-SITE_ENERGY:.2f},",
      f"B {SITE_ENERGY:.2f} eV")
print(f"band gap, polar crystal: {band_gap(polar):.3f} eV")
show("polar crystal p", p_polar, "quanta")
show("polar crystal p from strings, mod 1", p_string % 1, "quanta")
show("polar crystal p, mod 1", p_polar % 1, "quanta")
show("inverted polar crystal p", p_inverted, "quanta")
show("polar crystal P", P_polar, "C/m^2")
print("success")
```

Output:

```
a1 (x y z): 0.50 0.00 0.00 nm
a2 (x y z): 0.10 0.60 0.00 nm
a3 (x y z): 0.05 0.15 0.70 nm
cell volume V: 0.2100 nm^3
orbital B at +tau, A at -tau; tau: 0.20 0.15 0.10 (reduced)
strong hopping: -2.00 eV, weak hoppings: -0.10 eV
complex hopping: size 0.10 eV, phase 0.90 rad
quantum e*a1/V: 0.3815 0.0000 0.0000 C/m^2
quantum e*a2/V: 0.0763 0.4578 0.0000 C/m^2
quantum e*a3/V: 0.0381 0.1144 0.5341 C/m^2
strong bond of worked crystal: A to B in cell (1, 1, 0)
band gap, symmetric crystal: 3.332 eV
gauge vector R in cells: 1 0 -1
gauge vector R: 0.45 -0.15 -0.70 nm
P before gauge change: -0.2289 -0.2289 0.0000 C/m^2
P after gauge change: -0.5722 -0.1144 0.5341 C/m^2
computed shift of P: -0.3433 0.1144 0.5341 C/m^2
predicted shift -eR/V: -0.3433 0.1144 0.5341 C/m^2
Wannier centre before: 0.3000 0.3000 0.0000 nm
Wannier centre after: 0.7500 0.1500 -0.7000 nm
two-band shift, computed: -0.4959 -0.5722 -0.5341 C/m^2
two-band shift, -e(R1+R2)/V: -0.4959 -0.5722 -0.5341 C/m^2
inversion-symmetric crystals, p as computed (not reduced mod 1):
  bond (0, 0, 0), p: 0.000 0.000 0.000 quanta
  bond (0, 0, 1), p: 0.000 0.000 -0.500 quanta
  bond (0, 1, 0), p: 0.000 -0.500 0.000 quanta
  bond (0, 1, 1), p: 0.000 -0.500 -0.500 quanta
  bond (1, 0, 0), p: -0.500 0.000 0.000 quanta
  bond (1, 0, 1), p: -0.500 0.000 -0.500 quanta
  bond (1, 1, 0), p: -0.500 -0.500 0.000 quanta
  bond (1, 1, 1), p: -0.500 -0.500 -0.500 quanta
polar crystal: site energies A -1.00, B 1.00 eV
band gap, polar crystal: 3.745 eV
polar crystal p: -0.1867 -0.2090 0.0439 quanta
polar crystal p from strings, mod 1: 0.8143 0.7918 0.0439 quanta
polar crystal p, mod 1: 0.8133 0.7910 0.0439 quanta
inverted polar crystal p: 0.1867 0.2090 -0.0439 quanta
polar crystal P: -0.0855 -0.0907 0.0234 C/m^2
success
```
